# How Much Does 300 K Smear Quantum-Size Oscillations in Thin Copper?

**Question.** The conductivity of a very thin, smooth metal film oscillates with thickness, because the electron states across the film are quantized. For copper 10 nm thick, how much of the zero-temperature oscillation survives the thermal smearing of the Fermi edge at 300 K, and how does that fraction depend on thickness and temperature?

**Answer.** The fundamental Fourier component keeps about 0.68 of its zero-temperature amplitude. This holds for free electrons between hard walls that are flat apart from weak roughness. Real copper has slower electrons and keeps less, far less in a (111) film, as the last section explains. It counts the smearing of the Fermi function alone: phonons also shorten the electron lifetime, and that is a separate loss, estimated below. The sharp features of the oscillation lose more than the fundamental does.

## The level spacing

Let the walls be a distance $d$ apart. The wave number across the film is $n\pi/d$ with $n=1,2,\dots$, so the subbands begin at

$$E_n=\frac{\hbar^2\pi^2n^2}{2md^2}.$$

At energy $E=\hbar^2k^2/2m$ the number of open subbands is $N=\lfloor\kappa\rfloor$, the integer part of $\kappa=kd/\pi$. Since $dE/dk=\hbar v$,

$$\frac{d\kappa}{dE}=\frac{d}{\pi\hbar v}.$$

One more subband therefore opens each time the energy rises by

$$\Delta E=\frac{\pi\hbar v_F}{d}$$

near the Fermi energy $E_F$. If $d$ is varied at fixed $E_F$, one opens each time $d$ grows by $\pi/k_F$.

## Why the conductivity oscillates

Let one wall be rough, with a small displacement $h(\mathbf r)$. Treat it first as a barrier of finite height $V_0$. Inside the barrier the states decay as $e^{-qz}$, with $\hbar^2q^2/2m\approx V_0$, so continuity of slope gives $\psi_n(d)=-\psi_n'(d)/q$. Moving the wall outward removes the potential $V_0$ over a length $h$. To first order in $h$ the matrix element is

$$-V_0h\,\psi_n(d)\psi_{n'}(d)=-\frac{\hbar^2}{2m}h\,\psi_n'(d)\psi_{n'}'(d).$$

The barrier height has cancelled and may now go to infinity. The states become $\sqrt{2/d}\,\sin(n\pi z/d)$, whose slope at the wall has magnitude $\sqrt{2/d}\,n\pi/d$. The matrix element then has magnitude $\hbar^2\pi^2nn'h/(md^3)$.

Assume roughness of such short range that it scatters equally into all in-plane directions. Its strength is $W=\int\langle h(0)h(\mathbf r)\rangle\,d^2r$, the mean-square height times a correlation area. Each open subband offers $m/(2\pi\hbar^2)$ final states per unit area and energy, since spin is conserved. The golden rule gives

$$\frac1{\tau_n}=\frac{2\pi}{\hbar}\sum_{n'=1}^{N}\left(\frac{\hbar^2\pi^2nn'}{md^3}\right)^2W\,\frac{m}{2\pi\hbar^2}
=\frac{\hbar\pi^4W}{md^6}\,n^2\sum_{n'=1}^{N}n'^2 .$$

Isotropic scattering leaves no memory of the initial direction, so $\tau_n$ is also the transport time. Subband $n$ holds $(\pi/2d^2)(\kappa^2-n^2)$ electrons per area, both spins included. Dividing by $d$ to get a volume density,

$$\sigma=\frac{e^2}{m}\,\frac{\pi}{2d^3}\sum_{n=1}^{N}(\kappa^2-n^2)\tau_n .$$

A subband that has just opened contributes no current, because $\kappa^2-n^2$ is zero there. It does offer new final states to all the others, so the conductivity drops.

To find the size of the oscillation, write $N+\tfrac12=\kappa+w$, where $w$ is a sawtooth between $-\tfrac12$ and $\tfrac12$:

$$w=\frac1\pi\sum_{s=1}^{\infty}\frac{\sin 2\pi s\kappa}{s}.$$

For surface scattering alone, $\sigma$ is proportional to $\sum(\kappa^2/n^2-1)$ divided by $\sum n^2$. For large $N$, $\sum 1/n^2\approx\pi^2/6-1/(N+\tfrac12)$, so the numerator is

$$\frac{\pi^2\kappa^2}{6}-\frac{\kappa^2}{\kappa+w}-(\kappa+w)+\frac12 .$$

Expanding the second term as $-\kappa+w$ shows that $w$ cancels to first order. The denominator is $\sum n^2\approx(\kappa+w)^3/3$, and its inverse varies as $1-3w/\kappa$. The relative oscillation is thus $-3w/\kappa$, with fundamental amplitude $3/(\pi\kappa)$ to leading order in $1/\kappa$.

## The thermal average

For elastic scattering, each energy conducts independently and

$$\sigma(T)=\int\left(-\frac{\partial f}{\partial E}\right)\sigma(E)\,dE .$$

Near the Fermi energy $\kappa(E)\approx\kappa_F+(E-E_F)/\Delta E$, and the prefactors vary little over a few $k_BT$. With $x=(E-E_F)/k_BT$, harmonic $s$ is multiplied by

$$I(a)=\int_{-\infty}^{\infty}\frac{e^{x}}{(1+e^{x})^2}\,e^{iax}\,dx,\qquad a=\frac{2\pi s\,k_BT}{\Delta E}.$$

Close the contour along the line $\mathrm{Im}\,x=2\pi$. The fraction repeats itself there, while $e^{iax}$ acquires the factor $e^{-2\pi a}$, so the contour integral is $(1-e^{-2\pi a})I$. The enclosed pole is at $x=i\pi$. With $x=i\pi+t$, the fraction is $-1/t^2$ plus a regular part, and $e^{iax}=e^{-\pi a}(1+iat+\dots)$. The residue is $-ia\,e^{-\pi a}$. Therefore

$$(1-e^{-2\pi a})I=2\pi i\,(-ia\,e^{-\pi a})=2\pi a\,e^{-\pi a},
\qquad I=\frac{\pi a}{\sinh\pi a}.$$

For the fundamental, $s=1$, the surviving fraction is

$$R=\frac{X}{\sinh X},\qquad X=\frac{2\pi^2k_BT}{\Delta E}=\frac{2\pi k_BT\,d}{\hbar v_F}.$$

Harmonic $s$ keeps $sX/\sinh(sX)$. The roughness strength does not enter.

## Numbers for 10 nm of copper

Take one conduction electron per atom and a rough lattice constant of 0.361 nm. With four atoms per cubic cell the density is $4/(0.361\ \text{nm})^3=85.0\ \text{nm}^{-3}$. Then $k_F=(3\pi^2\times85.0)^{1/3}=13.60\ \text{nm}^{-1}$ and $v_F=\hbar k_F/m=1.575\times10^6$ m/s. The oscillation period in thickness is 0.231 nm, and $\kappa=43.3$, so 43 subbands are occupied.

The spacing is $\Delta E=0.3257$ eV and $k_BT=0.02585$ eV. Hence

$$X=\frac{2\pi^2\times0.02585}{0.3257}=1.567,\qquad
R=\frac{1.567}{2.292}=0.684 .$$

Although $k_BT$ is about one-thirteenth of the spacing, a third of the amplitude is lost. The reason is that $-\partial f/\partial E$ has a full width at half maximum of $3.5\,k_BT$, which is 0.28 of a period.

The subband sum for $\sigma$ can also be evaluated numerically over eight periods around 10 nm, with and without the energy average. Removing a smooth cubic trend and projecting on the phase $2k_Fd$ gives the fundamental. With surface scattering alone it falls from 2.20% to 1.50% of the mean conductivity, a ratio of 0.683. The estimate $3/(\pi\kappa)$ gives 2.2% for the cold film.

Now add bulk scattering with a rough room-temperature free path of 40 nm, and set $W=10^{-4}\ \text{nm}^4$. The bulk rate is held fixed, so the comparison still isolates smearing. The fundamental falls from 0.35% to 0.24%, a ratio again close to 0.68. The oscillation itself is much weaker. In energy units the bulk rate $\hbar/\tau$ is 0.026 eV, while the surface rate is 0.038 eV in the top subband and scales as $n^2$. Bulk scattering therefore dominates up to $n\approx43\sqrt{0.026/0.038}\approx36$, and in this model its rate does not jump when a subband opens. That is a simplification. Point-like scatterers in the bulk also gain final states with each new subband, so their rate is proportional to $N+\tfrac12$. This would raise the cold fundamental to about 1%, but the fraction that survives smearing would still be 0.68.

## The sawtooth loses more than its fundamental

The second harmonic keeps 0.27 of its amplitude, so the sharp edges are rounded. The thermal average of a step at $E_n$ is $f(E_n)$, so the averaged number of open subbands is $\sum_nf(E_n)$. Subtracting $\kappa_F=k_Fd/\pi$ and following the result through one period gives a peak-to-peak height 0.46 times the cold one.

This agrees with the Fourier series. The cold sawtooth has height 1. Its fundamental, of amplitude $1/\pi$, has height $2/\pi=0.64$, which at 300 K becomes $0.684\times0.64=0.44$. The warm second harmonic is only a fifth as large as the warm fundamental, and the overtones raise the height slightly, to 0.46. For sharp levels, then, the peak height falls to 0.46 of its cold value, not 0.68. The lifetime broadening discussed below weakens the overtones of the cold curve too, which brings the ratio of peak heights closer to 0.68.

## Scaling

The fraction depends on the product $Td/v_F$. For small $X$, $R\approx1-X^2/6$, and smearing is weak. For large $X$, $R\approx2Xe^{-X}$, and the oscillation decays exponentially over the length $\hbar v_F/(2\pi k_BT)$, which is 6.4 nm here.

- At 300 K, $R$ is 0.90 for 5 nm and 0.27 for 20 nm.
- At 10 nm, $R$ is 0.53 at 400 K and reaches one half near 420 K.

## What else reduces the oscillation

**Finite lifetime.** A lifetime $\tau$ broadens each level into a Lorentzian of full width $\hbar/\tau$. Its Fourier transform multiplies the fundamental by $\exp[-\pi\hbar/(\tau\Delta E)]$. Inserting $\Delta E=\pi\hbar v_F/d$ turns this into $e^{-d/l}$, with $l=v_F\tau$. If the 40 nm transport path also sets the level width, the factor is 0.78. Smearing and this broadening together then leave $0.684\times0.78=0.53$ of the cold, sharp-level fundamental. This comes on top of the weakening found above, from 2.20% to 0.35%, when bulk scattering was added to the subband sum.

Surface scattering broadens the levels too. For the top subband, setting $n=N\approx\kappa$ and $\sum n'^2\approx\kappa^3/3$ gives $1/\tau\approx\hbar Wk_F^5/(3\pi md)$, and the factor becomes $\exp[-Wk_F^4/(3\pi)]$, independent of thickness. For the chosen $W$ it is 0.70. The subband sums above used sharp levels and omit both factors.

**Uneven thickness.** If the thickness varies slowly along the film with a Gaussian spread $s_d$, averaging the phase $2k_Fd$ gives $\exp(-2k_F^2s_d^2)$. A spread of 0.1 nm leaves 0.025, a far greater loss than thermal smearing. Whole atomic steps can be milder. Two equal areas differing by one (111) layer, $b=0.208$ nm, give $|\cos k_Fb|=0.95$, because the layer is close to one free-electron period of 0.231 nm. A real (111) film has another period, as discussed below, so this value does not carry over to it.

**Position of the walls.** Since $\sum(\kappa^2-n^2)\approx\tfrac23\kappa^3-\tfrac12\kappa^2$, walls a distance $L$ apart hold $k_F^3L/(3\pi^2)-k_F^2/(4\pi)$ electrons per area. Neutrality with metal of thickness $d$ requires this to equal $k_F^3d/(3\pi^2)$, so $L=d+3\pi/(4k_F)$. The extra 0.17 nm lowers $R$ to 0.675. At fixed electron density the chemical potential, found by solving for neutrality at each thickness, swings over a period by 0.5 meV at 300 K and by 0.9 meV at zero temperature. That is negligible beside $\Delta E$.

## Real copper films

The thickness and temperature belong to the regime of narrow interconnects, but the film is idealized. The value of $W$ is an illustrative scattering strength, not a measured roughness. It would correspond to a height of 0.1 nm over 0.01 nm², less than the area of one surface atom. For that height $k_Fh\approx1.4$, while the first-order treatment needs $k_Fh\ll1$. The oscillation amplitudes and the surface lifetime factor are therefore only indicative; the smearing factor $R$ does not depend on $W$. Real interconnects are rougher and polycrystalline. If scattering broadened the levels as an isotropic free path of 10 nm would, the lifetime factor alone would be $e^{-1}=0.37$. Grain boundaries that stand upright in the film can do less harm than this, because the free-electron states that set the oscillation move almost straight across the film and seldom meet them.

Copper's Fermi surface is also not a sphere. In a (111) film there are no Fermi-level states with zero in-plane wave vector, the ones that set the period in the free-electron model. The oscillation must come from other parts of the surface, with another period and velocity. A velocity 30% below the free-electron value gives $R=0.48$, and one 30% above gives 0.79, but only the slower side applies to copper. In a tight-binding band structure fitted to copper, the Fermi velocity lies between roughly 0.55 and 0.85 of the free-electron value, so 0.68 is an overestimate. For a (100) film the states with zero in-plane wave vector have about 0.8 of it, and $R$ is near 0.6. For a (111) film the period is set by states that span a neck of the Fermi surface. Their velocity across the film is only about a third of the free-electron value, which puts $R$ near 0.1 or below. At a quarter of the free-electron velocity, $R$ would be only 0.02. The figure 0.68 is therefore a free-electron estimate of one loss among several, not a prediction for a (111) copper film. For free electrons at 10 nm, room-temperature smearing weakens the oscillation but does not by itself remove it; where the relevant velocity is small, it can nearly do so.

Numbers in the example were calculated in double precision.
